# Etch Time of a Deep Hole Limited by Neutral Supply: test program

```python
"""Neutral-limited etching of a cylindrical hole.

Result under test: if 1/K = 1 + 3L/(4d) and the floor reaction probability
is S, the time to depth L is (L/R0) * (1 + 3*S*L/(8*d)).
For S = 0.2 and L = 20 d the factor is 2.5.
K: tube transmission probability; L: depth; d: diameter;
R0: etch rate at zero depth. Numerical lengths use d = 1 unless a unit is given.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import toeplitz
from scipy.optimize import brentq

rng = np.random.default_rng(4721)
S = 0.2
ASPECT = 20.0


def simple_K(depth):
    return 1 / (1 + 0.75 * depth)


def rate_from_visits(depth, reaction=S):
    """Relative floor flux as an explicit sum over successive floor visits."""
    K = simple_K(depth)
    visits = np.arange(500)
    return np.sum(K * ((1 - K) * (1 - reaction)) ** visits)


def time_factor(depth, reaction=S):
    return 1 + 3 * reaction * depth / 8


def depth_at_time(tau, reaction=S):
    a = 0.75 * reaction
    return (np.sqrt(1 + 2 * a * tau) - 1) / a


def integrate_to(depth, reaction):
    def arrived(t, y):
        return y[0] - depth
    arrived.terminal = True
    return solve_ivp(lambda t, y: [rate_from_visits(y[0], reaction)],
                     (0, 1000), [0.0], events=arrived,
                     rtol=1e-9, atol=1e-10, max_step=2.0)


# Growth law: differential equation against closed form.
for reaction, depth in [(0.2, 20.0), (0.2, 7.0), (0.7, 12.0)]:
    run = integrate_to(depth, reaction)
    numerical_factor = run.t_events[0][0] / depth
    assert abs(numerical_factor - time_factor(depth, reaction)) < 1e-5
    if reaction == S and depth == ASPECT:
        main_numerical_factor = numerical_factor
assert abs(main_numerical_factor - 2.5) < 1e-5
for tau in (10.0, 20.0, 35.0):
    run = solve_ivp(lambda t, y: [rate_from_visits(y[0])], (0, tau), [0.0],
                    rtol=1e-9, atol=1e-10)
    assert abs(run.y[0, -1] - depth_at_time(tau)) < 1e-5


def disk_view(z):
    """View factor between equal coaxial disks of unit diameter."""
    return 1 / (np.sqrt(z * z + 1) + z) ** 2


def floor_flux(depth, reaction, wall_loss=0.0, cells=300):
    """Floor impacts per entering neutral from diffuse exchange of wall rings."""
    h = depth / cells
    edge = np.linspace(0, depth, cells + 1)
    view = disk_view(edge)
    mouth_to_ring = view[:-1] - view[1:]
    floor_to_ring = mouth_to_ring[::-1]
    ring_to_floor = floor_to_ring / (4 * h)
    m = np.arange(1, cells)
    row = np.empty(cells)
    row[0] = 1 - (1 - disk_view(h)) / (2 * h)
    row[1:] = (disk_view((m - 1) * h) - 2 * disk_view(m * h)
               + disk_view((m + 1) * h)) / (4 * h)
    matrix = np.zeros((cells + 1, cells + 1))
    matrix[:cells, :cells] = np.eye(cells) - (1 - wall_loss) * toeplitz(row)
    matrix[:cells, cells] = -(1 - reaction) * floor_to_ring
    matrix[cells, :cells] = -(1 - wall_loss) * ring_to_floor
    matrix[cells, cells] = 1
    source = np.append(mouth_to_ring, disk_view(depth))
    return np.linalg.solve(matrix, source)[-1]


def trace(depth, reaction, count, wall_loss=0.0):
    """Trace neutrals; return reacted fraction and mean path per entry."""
    radius = 0.5 * np.sqrt(rng.random(count))
    angle = 2 * np.pi * rng.random(count)
    x, y, z = radius * np.cos(angle), radius * np.sin(angle), np.zeros(count)
    normal = np.sqrt(1 - rng.random(count))
    side = np.sqrt(1 - normal**2)
    angle = 2 * np.pi * rng.random(count)
    ux, uy, uz = side * np.cos(angle), side * np.sin(angle), normal
    reacted, path = 0, 0.0
    while x.size:
        a = np.maximum(ux**2 + uy**2, 1e-30)
        b = x * ux + y * uy
        c = x**2 + y**2 - 0.25
        to_wall = (-b + np.sqrt(np.maximum(b*b - a*c, 0))) / a
        safe_uz = np.where(np.abs(uz) < 1e-14, 1e-14, uz)
        to_end = np.where(safe_uz > 0, depth - z, -z) / safe_uz
        step = np.minimum(to_wall, to_end)
        path += step.sum()
        x, y, z = x + step * ux, y + step * uy, z + step * uz
        at_end = to_end <= to_wall
        at_floor = at_end & (safe_uz > 0)
        escaped = at_end & (safe_uz < 0)
        chance = rng.random(x.size)
        consumed = at_floor & (chance < reaction)
        lost = (~at_end) & (chance < wall_loss)
        reacted += np.count_nonzero(consumed)
        keep = ~(escaped | consumed | lost)
        x, y, z, at_floor = x[keep], y[keep], z[keep], at_floor[keep]
        normal = np.sqrt(1 - rng.random(x.size))
        side = np.sqrt(1 - normal**2)
        angle = 2 * np.pi * rng.random(x.size)
        p, q = side * np.cos(angle), side * np.sin(angle)
        rho = np.maximum(np.hypot(x, y), 1e-30)
        ex, ey = x / rho, y / rho
        ux = np.where(at_floor, p, -normal * ex - q * ey)
        uy = np.where(at_floor, q, -normal * ey + q * ex)
        uz = np.where(at_floor, -normal, p)
        x = np.where(at_floor, x, 0.5 * ex)
        y = np.where(at_floor, y, 0.5 * ey)
        z = np.where(at_floor, depth, z)
    return reacted / count, path / count


# True transmission, its limits, and the floor balance.
true_K = floor_flux(ASPECT, 1.0)
assert abs(floor_flux(ASPECT, 1.0, cells=600) / true_K - 1) < 0.003
short_slope = (1 / floor_flux(0.01, 1.0) - 1) / 0.01
assert abs(short_slope - 1) < 0.02
assert abs(floor_flux(300.0, 1.0, cells=1500) / simple_K(300.0) - 1) < 0.02
for depth, reaction in [(2.0, 0.6), (20.0, 0.2)]:
    K = floor_flux(depth, 1.0)
    balance = K / (K + reaction - K * reaction)
    assert abs(floor_flux(depth, reaction) / balance - 1) < 1e-8

# Particle tracing resolves nonuniform floor illumination.
# Relative tolerances cover roughly four standard deviations of the counts.
traced_uptake, _ = trace(ASPECT, S, 120000)
balance_uptake = S * true_K / (true_K + S - true_K * S)
assert abs(traced_uptake / balance_uptake - 1) < 0.055
traced_K, _ = trace(5.0, 1.0, 60000)
assert abs(traced_K / floor_flux(5.0, 1.0) - 1) < 0.04
traced_loss, _ = trace(5.0, S, 100000, 0.01)
assert abs(traced_loss / (S * floor_flux(5.0, S, 0.01)) - 1) < 0.05
_, inert_path = trace(2.0, 0.0, 60000)
assert abs(inert_path / 8.0 - 1) < 0.03

# Mean slowness with true transmission and with wall loss.
nodes, weights = np.polynomial.legendre.leggauss(16)
depths = ASPECT * (nodes + 1) / 2
weights = weights / 2
losses = (0.0, 1e-4, 1e-3, 1e-2)
loss_factors = [np.sum(weights / np.array(
    [floor_flux(z, S, loss) for z in depths])) for loss in losses]
assert abs(loss_factors[0] - 2.5) < 0.2
assert np.all(np.diff(loss_factors) > 0)

# Rough chlorine-silicon example; SI inside, engineering units in output.
diameter = 100e-9
hole_depth = ASPECT * diameter
mTorr = const.torr * 1e-3
cl_pressure, total_pressure = 0.5 * mTorr, 5.0 * mTorr
temperature = 500.0
cl_mass_u = 35.45
cl_per_si = 4
ion_current_mA_cm2 = 4.0
cl_removed_per_ion = 10.0
ion_energy_eV, ion_temperature_eV = 200.0, 0.05
collision_diameter = 0.4e-9
speed = np.sqrt(8 * const.k * temperature
                / (np.pi * cl_mass_u * const.atomic_mass))
density = cl_pressure / (const.k * temperature)
flux = density * speed / 4
lattice = const.value('lattice parameter of silicon')
si_density = 8 / lattice**3
R0 = S * flux / (cl_per_si * si_density)
constant_time = hole_depth / R0
etch_time = constant_time * time_factor(ASPECT)
mean_free_path = const.k * temperature / (
    np.sqrt(2) * np.pi * collision_diameter**2 * total_pressure)
residence = 4 * hole_depth / speed
assert mean_free_path > 100 * hole_depth
assert R0 * residence < 1e-6 * diameter

# Direct ion arrival from averaged overlap of two displaced disks.
ion_flux = ion_current_mA_cm2 * 10 / const.e
capacity = ion_flux * cl_removed_per_ion / flux


def ion_arrival(depth):
    sigma = depth * np.sqrt(ion_temperature_eV / (2 * ion_energy_eV))

    def integrand(r):
        overlap = 2 / np.pi * (np.arccos(r) - r * np.sqrt(1 - r*r))
        return overlap * r / sigma**2 * np.exp(-r*r / (2*sigma**2))
    upper = min(1.0, 10 * sigma)
    return quad(integrand, 0, upper, epsabs=1e-9)[0]


count = 200000
r = 0.5 * np.sqrt(rng.random(count))
phi = 2 * np.pi * rng.random(count)
# Sample transverse and axial velocities in units with ion mass = 1.
vx, vy = rng.normal(0, np.sqrt(ion_temperature_eV), (2, count))
flight = ASPECT / np.sqrt(2 * ion_energy_eV)
landed = np.hypot(r*np.cos(phi) + vx*flight, r*np.sin(phi) + vy*flight) < 0.5
bottom_ions = ion_arrival(ASPECT)
assert abs(landed.mean() - bottom_ions) < 0.006


def uptake(depth, cap):
    """Chlorine uptake / mouth flux from coverage and transport balances."""
    resistance = 1 / simple_K(depth) - 1

    def mismatch(j):
        nu = 1 - j * resistance
        coverage = j / cap
        return S * nu * (1 - coverage) - j
    return brentq(mismatch, 0, min(cap, 1.0))


# Very large ion capacity must recover the neutral-limited time.
large_capacity = np.array([uptake(z, 1e7) for z in depths])
assert abs(np.sum(weights * S / large_capacity) - 2.5) < 1e-5
surface_uptake = uptake(0.0, capacity)
# Check the uptake law by relaxing the surface coverage in time.
coverage_run = solve_ivp(lambda t, q: [S * (1 - q[0]) - capacity * q[0]],
                         (0, 60), [0.0], rtol=1e-9, atol=1e-11)
assert abs(capacity * coverage_run.y[0, -1] - surface_uptake) < 1e-6
ion_uptakes = np.array([uptake(z, capacity * ion_arrival(z)) for z in depths])
ion_own_factor = np.sum(weights * surface_uptake / ion_uptakes)
ion_ideal_factor = np.sum(weights * S / ion_uptakes)
bottom_margin = capacity * bottom_ions / (S * rate_from_visits(ASPECT))
assert capacity / S > 5 and bottom_margin > 5

print(f"Floor reaction probability S: {S:.2f} (dimensionless)")
print(f"Final depth/diameter: {ASPECT:.1f} (dimensionless)")
print(f"Slowness slope a: {0.75*S:.3f} (dimensionless)")
print(f"Interpolated K at final depth: {simple_K(ASPECT):.5f} (dimensionless)")
print(f"Final rate/R0: {rate_from_visits(ASPECT):.5f} (dimensionless)")
print(f"Time factor, closed form: {time_factor(ASPECT):.5f} (dimensionless)")
print(f"Time factor, integrated: {main_numerical_factor:.5f} (dimensionless)")
print(f"Depth/d after constant-rate time: {depth_at_time(ASPECT):.3f} (dimensionless)")
print(f"True tube K at final depth: {true_K:.5f} (dimensionless)")
print(f"True short-tube slope of 1/K: {short_slope:.4f} (per diameter)")
print(f"Traced floor uptake per entry: {traced_uptake:.5f} (dimensionless)")
print(f"Balance uptake with true K: {balance_uptake:.5f} (dimensionless)")
for loss, factor in zip(losses, loss_factors):
    print(f"Time factor, true tube, wall loss {loss:.4f}: {factor:.3f} (dimensionless)")
print(f"Hole diameter: {diameter*1e9:.1f} nm")
print(f"Hole depth: {hole_depth*1e9:.1f} nm")
print(f"Chlorine-atom pressure: {cl_pressure/mTorr:.2f} mTorr")
print(f"Total pressure: {total_pressure/mTorr:.2f} mTorr")
print(f"Gas temperature: {temperature:.1f} K")
print(f"Chlorine atomic mass: {cl_mass_u:.2f} u")
print(f"Chlorine atoms per removed silicon: {cl_per_si:d} (dimensionless)")
print(f"Chlorine mean speed: {speed:.2f} m/s")
print(f"Chlorine density: {density*1e-6:.4e} cm^-3")
print(f"Chlorine mouth flux: {flux*1e-4:.4e} cm^-2 s^-1")
print(f"Silicon atom density: {si_density*1e-6:.4e} cm^-3")
print(f"Initial etch rate R0: {R0*60e9:.3f} nm/min")
print(f"Final etch rate: {R0*rate_from_visits(ASPECT)*60e9:.3f} nm/min")
print(f"Constant-rate time: {constant_time/60:.3f} min")
print(f"Neutral-limited time: {etch_time/60:.3f} min = {etch_time:.1f} s")
print(f"Assumed collision diameter: {collision_diameter*1e9:.2f} nm")
print(f"Mean free path: {mean_free_path*1e3:.3f} mm")
print(f"Inert-hole residence time: {residence*1e9:.3f} ns")
print(f"Ion current density: {ion_current_mA_cm2:.2f} mA/cm^2")
print(f"Chlorine atoms removed per ion: {cl_removed_per_ion:.1f} (dimensionless)")
print(f"Ion energy: {ion_energy_eV:.1f} eV")
print(f"Transverse ion temperature: {ion_temperature_eV:.3f} eV")
print(f"Ion capacity/neutral demand, surface: {capacity/S:.3f} (dimensionless)")
print(f"Direct ion fraction at floor: {bottom_ions:.4f} (dimensionless)")
print(f"Ion capacity/neutral demand, floor: {bottom_margin:.3f} (dimensionless)")
print(f"Finite-ion time/its own constant-rate time: {ion_own_factor:.4f} (dimensionless)")
print(f"Finite-ion time/ideal constant-rate time: {ion_ideal_factor:.4f} (dimensionless)")
print("success")
```

Output:

```
Floor reaction probability S: 0.20 (dimensionless)
Final depth/diameter: 20.0 (dimensionless)
Slowness slope a: 0.150 (dimensionless)
Interpolated K at final depth: 0.06250 (dimensionless)
Final rate/R0: 0.25000 (dimensionless)
Time factor, closed form: 2.50000 (dimensionless)
Time factor, integrated: 2.50000 (dimensionless)
Depth/d after constant-rate time: 10.972 (dimensionless)
True tube K at final depth: 0.05952 (dimensionless)
True short-tube slope of 1/K: 1.0000 (per diameter)
Traced floor uptake per entry: 0.04814 (dimensionless)
Balance uptake with true K: 0.04807 (dimensionless)
Time factor, true tube, wall loss 0.0000: 2.618 (dimensionless)
Time factor, true tube, wall loss 0.0001: 2.658 (dimensionless)
Time factor, true tube, wall loss 0.0010: 3.042 (dimensionless)
Time factor, true tube, wall loss 0.0100: 9.091 (dimensionless)
Hole diameter: 100.0 nm
Hole depth: 2000.0 nm
Chlorine-atom pressure: 0.50 mTorr
Total pressure: 5.00 mTorr
Gas temperature: 500.0 K
Chlorine atomic mass: 35.45 u
Chlorine atoms per removed silicon: 4 (dimensionless)
Chlorine mean speed: 546.47 m/s
Chlorine density: 9.6565e+12 cm^-3
Chlorine mouth flux: 1.3192e+17 cm^-2 s^-1
Silicon atom density: 4.9940e+22 cm^-3
Initial etch rate R0: 79.250 nm/min
Final etch rate: 19.813 nm/min
Constant-rate time: 25.237 min
Neutral-limited time: 63.091 min = 3785.5 s
Assumed collision diameter: 0.40 nm
Mean free path: 14.568 mm
Inert-hole residence time: 14.639 ns
Ion current density: 4.00 mA/cm^2
Chlorine atoms removed per ion: 10.0 (dimensionless)
Ion energy: 200.0 eV
Transverse ion temperature: 0.050 eV
Ion capacity/neutral demand, surface: 9.462 (dimensionless)
Direct ion fraction at floor: 0.6525 (dimensionless)
Ion capacity/neutral demand, floor: 24.696 (dimensionless)
Finite-ion time/its own constant-rate time: 2.3143 (dimensionless)
Finite-ion time/ideal constant-rate time: 2.5589 (dimensionless)
success
```
